# Donor freeze-out: activation slopes with and without compensation

An n-type semiconductor contains $N_D$ identical donors per unit volume. Each can bind one electron at an energy $E_d$ below the conduction-band edge $E_c$. It also contains $N_A<N_D$ acceptors per unit volume. Their levels lie so far below the chemical potential $\mu$ that every acceptor has taken an electron from a donor and stays negatively charged. Holes are negligible.

The donors are isolated from one another: there is no impurity band, and $E_d$ depends neither on temperature nor on density. Excited donor states are left out. The conduction band is parabolic and isotropic with effective mass $m$, and its electrons are nondegenerate, $n\ll N_c$, where $n$ is their density and $N_c$ is defined in part (a).

Throughout, $k$ is Boltzmann's constant, $\beta=1/kT$, and $M=N_D-N_A$ is the density of electrons left to be shared between donors and band. Numerical energies are in meV, temperatures in K and densities in cm$^{-3}$, the natural units here.

## (a) The equilibrium between donors and band

**Find a relation between $n$, the neutral-donor density $N_D^0$ and the ionized-donor density $N_D^+$ that does not contain $\mu$.**

**Solution.** A donor has three allowed states: empty, occupied with spin up, and occupied with spin down. Double occupation is excluded by the repulsion between the electrons. A state with $q$ electrons and energy $\varepsilon$ has the grand-canonical weight $e^{\beta(\mu q-\varepsilon)}$. The empty state has weight 1, and each occupied state, of energy $E_c-E_d$, has weight $e^{\beta(\mu-E_c+E_d)}$. Hence

$$\frac{N_D^0}{N_D^+}=g\,e^{\beta(\mu-E_c+E_d)},\qquad g=2 .$$

The band has, per unit volume and with spin included, the density of states $(2m/\hbar^2)^{3/2}\sqrt{\varepsilon}/2\pi^2$ at energy $\varepsilon$ above $E_c$. In the nondegenerate regime the occupation is $e^{-\beta(E_c+\varepsilon-\mu)}$. Since $\int_0^\infty\sqrt{\varepsilon}\,e^{-\beta\varepsilon}d\varepsilon=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$,

$$n=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\frac{\sqrt\pi}{2}(kT)^{3/2}e^{-\beta(E_c-\mu)}
=N_c\,e^{-\beta(E_c-\mu)},$$

$$N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

Dividing $n$ by $N_D^0/N_D^+$ cancels the factor $e^{\beta(\mu-E_c)}$:

$$\frac{n\,N_D^+}{N_D^0}=K(T),\qquad K=\frac{N_c}{g}\,e^{-\beta E_d}. \tag{1}$$

This is the mass-action law for the reaction neutral donor $\rightleftharpoons$ ionized donor + free electron.

## (b) The free-electron density

**Use charge neutrality to find $n$ at any temperature.**

**Solution.** The positive charge sits on ionized donors, the negative charge on free electrons and acceptors. Therefore

$$N_D^+=n+N_A,\qquad N_D^0=N_D-N_D^+=M-n .$$

Equation (1) becomes

$$\frac{n(n+N_A)}{M-n}=K. \tag{2}$$

Multiplying out gives $n^2+(N_A+K)n-MK=0$. The product of the two roots is $-MK<0$, so one root is positive:

$$n=\tfrac12\left[-(N_A+K)+\sqrt{(N_A+K)^2+4MK}\right].$$

When $4MK\ll(N_A+K)^2$, as happens at low temperature if $N_A>0$, this is a small difference of nearly equal numbers. Multiplying and dividing by the sum of the root and $N_A+K$ removes the cancellation:

$$n=\frac{2MK}{N_A+K+\sqrt{(N_A+K)^2+4MK}}. \tag{3}$$

## (c) The local activation energy

**Find the slope $-d\ln n/d\beta$ in terms of $n$, without assuming strong freeze-out.**

**Solution.** Take the logarithm of (2),

$$\ln K=\ln n+\ln(n+N_A)-\ln(M-n),$$

and differentiate with respect to $\ln n$, using $d/d\ln n=n\,d/dn$:

$$\frac{d\ln K}{d\ln n}=1+\frac{n}{n+N_A}+\frac{n}{M-n}\equiv\frac1s. \tag{4}$$

The temperature dependence of $K$ has two sources. The exponential contributes $E_d$ to $-d\ln K/d\beta$. The factor $N_c\propto T^{3/2}\propto\beta^{-3/2}$ contributes $3/(2\beta)=\tfrac32kT$. By the chain rule,

$$-\frac{d\ln n}{d\beta}=s\left(E_d+\tfrac32kT\right). \tag{5}$$

The number $s$ is the fraction of the slope of $\ln K$ that appears in $\ln n$. The second term in (4) measures how strongly the ionized-donor density follows $n$. The third measures the depletion of neutral donors.

In freeze-out most of the available electrons are bound, $n\ll M$. The third term is then small, and

$$s\simeq\frac{n+N_A}{2n+N_A}. \tag{6}$$

## (d) The two limits

**Find the density and its slope in freeze-out for $N_A=0$ and for $n\ll N_A$. Which powers of $T$ must be divided out before a plot of the logarithm against $1/kT$ becomes straight?**

**Solution.** For $N_A=0$ and $n\ll N_D$, equation (2) reduces to $n^2/N_D=K$:

$$n\simeq\sqrt{N_DK}=\sqrt{\frac{N_DN_c}{g}}\;e^{-E_d/2kT}. \tag{7}$$

Its slope is $\tfrac12(E_d+\tfrac32kT)=\tfrac12E_d+\tfrac34kT$. The thermal term comes from $\sqrt{N_c}\propto T^{3/4}$, so $\ln(n/T^{3/4})$ has slope $E_d/2$.

For $N_A>0$, with $n\ll N_A$ and $n\ll M$, equation (2) reduces to $nN_A/M=K$:

$$n\simeq\frac{N_D-N_A}{N_A}\,\frac{N_c}{g}\,e^{-E_d/kT}. \tag{8}$$

Its slope is $E_d+\tfrac32kT$, and $\ln(n/T^{3/2})$ has slope $E_d$.

The difference lies in what the mass-action law constrains. In freeze-out the neutral-donor density hardly changes, so (1) fixes the product $nN_D^+$. Without acceptors, each free electron leaves behind its own ionized donor. The two factors are equal, and each varies as the square root of $K$. With acceptors and $n\ll N_A$, the ionized donors were created almost entirely by transfer of electrons to acceptors. Their density stays near $N_A$, and $n$ alone must carry the full variation of $K$.

The energy needed to free one electron is $E_d$ in both cases. The half slope does not signal a shallower donor.

For any fixed $N_A>0$, $K\to0$ as $T\to0$, and (3) then gives $n\to0$. The condition $n\ll N_A$ is therefore eventually met, and within this model the full slope is the low-temperature limit of every compensated sample.

## (e) The same limits seen through the chemical potential

**Where does $\mu$ lie in the two limits, and is $E_c-\mu$ the activation energy?**

**Solution.** From part (a), $E_c-\mu=kT\ln(N_c/n)$. Inserting (7) and (8) gives

$$E_c-\mu\simeq\frac{E_d}{2}+\frac{kT}{2}\ln\frac{gN_c}{N_D}\qquad(N_A=0), \tag{9}$$

$$E_c-\mu\simeq E_d+kT\ln\frac{gN_A}{N_D-N_A}\qquad(n\ll N_A,\;n\ll M). \tag{10}$$

As $T\to0$, $\mu$ approaches the midpoint between donor level and band edge in the first case, and the donor level itself in the second. A partly filled donor level holds $\mu$ near it; the acceptors are what keep it partly empty.

At finite temperature $E_c-\mu$ is in general not the activation energy, because $\mu$ moves. An exception in (10) is $gN_A=N_D-N_A$: the logarithm vanishes, and $\mu$ stays at the donor level throughout freeze-out. Writing $\delta=E_c-\mu$ and differentiating $\ln n=\ln N_c-\beta\delta$,

$$-\frac{d\ln n}{d\beta}=\tfrac32kT+\delta+\beta\frac{d\delta}{d\beta}.$$

For (10), $\beta\delta=\beta E_d+\text{const}$, so the last two terms add up to $E_d$ even when $\delta$ is well below $E_d$.

## (f) The crossover

**What is the slope factor when $n=N_A$, and when is this point reached? Is there a break in the curve?**

**Solution.** Setting $n=N_A$ in (2) and (4), with $M-N_A=N_D-2N_A$,

$$K=\frac{2N_A^2}{N_D-2N_A},\qquad \frac1s=\frac32+\frac{N_A}{N_D-2N_A}. \tag{11}$$

The first relation determines the crossover temperature. It has a solution only if $N_D>2N_A$; otherwise $n<M\le N_A$ at every temperature. For weak compensation $s\simeq2/3$, between the two limiting values.

There is no break. By (6), $s$ varies smoothly with $n/N_A$. For $n\ll M$, it is $11/12\simeq0.92$ at $n=N_A/10$ and $11/21\simeq0.52$ at $n=10N_A$. The change thus occupies about two decades of density around $n=N_A$.

## (g) When does a half-slope range exist?

**For $N_A>0$, find where $s=1/2$ and how fast $s$ changes there with $\ln n$.**

**Solution.** Let $u=n/(n+N_A)$ and $v=n/(M-n)$, so that $1/s=1+u+v$. Then

$$\frac{du}{d\ln n}=\frac{nN_A}{(n+N_A)^2}=u(1-u),\qquad
\frac{dv}{d\ln n}=\frac{nM}{(M-n)^2}=v(1+v).$$

Both are positive, so $s$ falls steadily as $n$ rises, from 1 at $n\to0$ towards 0 at $n\to M$, where the donors are exhausted. It passes $1/2$ once, where $u+v=1$, that is, $v=1-u$:

$$\frac{n}{M-n}=\frac{N_A}{n+N_A}.$$

Cross-multiplication gives $n^2+nN_A=MN_A-nN_A$, or $n^2+2N_An-MN_A=0$. Since $N_A^2+MN_A=N_AN_D$, the positive root is

$$n_{1/2}=\sqrt{N_AN_D}-N_A. \tag{12}$$

At this point $n+N_A=\sqrt{N_AN_D}$. With $r=\sqrt{N_A/N_D}$ it follows that $1-u=r$ and $v=r$, so

$$\frac{d(u+v)}{d\ln n}=(1-r)r+r(1+r)=2r .$$

Because $s=1/(1+u+v)$ and $1+u+v=2$ here,

$$\left.\frac{ds}{d\ln n}\right|_{s=1/2}=-\frac{2r}{2^2}=-\frac12\sqrt{\frac{N_A}{N_D}}. \tag{13}$$

A flat half-slope range therefore requires $N_A\ll N_D$. This agrees with the condition $N_A\ll n\ll N_D$ needed to drop both $N_A$ and the depletion of neutral donors from (2). If $N_A/N_D$ is not small, $s$ still equals $1/2$ at one density, but this is a point on a falling curve, not a plateau.

## (h) A check without a chemical potential

**Take a finite volume $V$ with a fixed number of electrons. Relate $s$ to the fluctuations of the number $j$ of free electrons.**

**Solution.** Let the volume hold $D=VN_D$ donors and $A=VN_A$ acceptors. With $j$ free electrons there are $A+j$ ionized and $D-A-j$ neutral donors. The statistical weight has three factors:

- the number of ways to choose the neutral donors, $D!/[(D-A-j)!\,(A+j)!]$;
- their spin and binding factor, $(g\,e^{\beta E_d})^{D-A-j}$;
- the nondegenerate band factor, $(VN_c)^j/j!$.

Collecting the powers of $j$ gives $(VN_ce^{-\beta E_d}/g)^j=(VK)^j$. Up to a factor independent of $j$,

$$W_j\propto\frac{(VK)^j}{j!\,(A+j)!\,(D-A-j)!}.$$

The most probable $j$ is where neighbouring weights are equal:

$$\frac{W_{j+1}}{W_j}=\frac{VK\,(D-A-j)}{(j+1)(A+j+1)}=1 .$$

For large numbers the added ones are negligible, and division by $V^2$ gives (2) again.

Differentiating $\langle j\rangle=\sum jW_j/\sum W_j$ with respect to $\ln K$ brings down a further factor $j$ in each sum, so

$$\frac{d\langle j\rangle}{d\ln K}=\langle j^2\rangle-\langle j\rangle^2,\qquad
\frac{d\ln\langle j\rangle}{d\ln K}=\frac{\mathrm{Var}(j)}{\langle j\rangle}.$$

For a large sample the left side of the second relation is $s$. The full slope thus goes with Poisson fluctuations, $\mathrm{Var}(j)=\langle j\rangle$, and the half slope with half that variance.

Explicit summation for $D=200000$ donors and $A=2000$ acceptors at 110 K, with the values of $m$, $E_d$ and $N_D$ given in part (i), yields $\langle j\rangle=1391$ and $\mathrm{Var}(j)/\langle j\rangle=0.7057$, while (4) gives $s=0.7056$.

## (i) Three samples in numbers

**Take $m=0.3$ electron masses, $E_d=100$ meV and $N_D=10^{17}$ cm$^{-3}$. Compare $N_A=0$, $10^{13}$ and $10^{16}$ cm$^{-3}$.**

**Solution.** These are round model parameters. At 40 K, $kT=3.447$ meV and $N_c=2.008\times10^{17}$ cm$^{-3}$, so

$$K=\tfrac12(2.008\times10^{17})\,e^{-100/3.447}\simeq2.525\times10^4\ \text{cm}^{-3}.$$

Equation (7) gives $n=\sqrt{10^{17}\times2.525\times10^4}=5.025\times10^{10}$ cm$^{-3}$ without acceptors. For $N_A=10^{13}$ cm$^{-3}$, equation (8) gives $n\simeq10^4K\simeq2.52\times10^8$ cm$^{-3}$. At this temperature, one acceptor per ten thousand donors lowers the free density by a factor of about 200. At 60 K the factor is only 1.7.

The table lists $s$, obtained by solving neutrality with the full Fermi–Dirac integral, differentiating $\ln n$ numerically and dividing by $E_d+\tfrac32kT$.

| $T$ (K) | $N_A=0$ | $N_A=10^{13}$ | $N_A=10^{16}$ |
|---:|---:|---:|---:|
| 40 | 0.500 | 1.000 | 1.000 |
| 60 | 0.500 | 0.752 | 1.000 |
| 80 | 0.500 | 0.521 | 1.000 |
| 100 | 0.498 | 0.503 | 0.996 |
| 150 | 0.486 | 0.486 | 0.825 |

**Weak compensation.** For $N_A=10^{13}$ cm$^{-3}$ both slopes appear. The crossover $n=N_A$ lies at 63.0 K, where $s=0.667$. The half-slope point (12) is $n_{1/2}=\sqrt{10^{30}}-10^{13}=9.9\times10^{14}$ cm$^{-3}$, reached at 108 K. The factor $s$ stays between 0.45 and 0.55 over 2.6 decades of density.

**Stronger compensation.** For $N_A=10^{16}$ cm$^{-3}$ the crossover lies at 192 K, with $s=0.615$. The value $s=1/2$ is reached at 234 K, where $n=2.16\times10^{16}$ cm$^{-3}$ is already 24% of the available $M=9\times10^{16}$ cm$^{-3}$. The range $0.45<s<0.55$ covers only 0.27 decade. This sample passes from full slope towards exhaustion without a half-slope plateau.

**Thermal prefactors.** At 40 K the slope of $\ln n$ itself is 52.6 meV for $N_A=0$ and 105.2 meV for $N_A=10^{13}$ cm$^{-3}$. Subtracting $\tfrac34kT=2.6$ meV and $\tfrac32kT=5.2$ meV leaves 50.0 and 100.0 meV. Someone who took the second sample to be uncompensated and doubled its slope would infer a donor about 210 meV deep, roughly twice the true depth.

**Chemical potential.** At 40 K, $E_c-\mu$ is 52.4 meV without acceptors and 70.6 meV for $N_A=10^{13}$ cm$^{-3}$. The second value is far below the 100 meV activation energy because the logarithm in (10), $\ln(2\times10^{-4})\simeq-8.5$, multiplies $kT$. This is the distinction made in part (e).

**Limits of use.** The neglect of degeneracy is justified here: for the tabulated cases, (3) was tested against the Fermi–Dirac solution and agrees within a relative difference $n/N_c$, apart from a numerical allowance of $10^{-8}$. The other assumptions are physical. Charged impurities of density $N$ shift the donor levels by energies of order $e^2N^{1/3}/4\pi\epsilon$, where $\epsilon$ is the permittivity. For $N=10^{16}$ cm$^{-3}$ and a relative permittivity of 10 this is about 3 meV, comparable with $kT$ at 40 K. The low-temperature numbers for the most compensated sample therefore describe the model of isolated donors, not a particular crystal. Weak compensation does not remove the interaction: the donors nearest to an acceptor are the easiest to ionize, and their distance is set by $N_D$, giving an energy of order $e^2N_D^{1/3}/4\pi\epsilon\approx7$ meV here. For $N_A=10^{13}$ cm$^{-3}$ at 40 K, $\mu$ lies 29 meV above the donor level, so only the closest pairs matter and the effect is small. On further cooling the ionized donors collect next to the acceptors, and the slope of $\ln(n/T^{3/2})$ falls somewhat below $E_d$. At higher doping the interaction grows, and $E_d$ no longer has one fixed value. Excited donor states, also left out, bind some further electrons at the higher temperatures. A measured conductivity also contains the mobility, whose temperature dependence changes the slope, and at low temperature it may contain hopping between donors. The slopes derived here belong to the free-electron density. The remaining temperatures and tests are in the numerical output.

## Table of computed values

```
mass = 0.3 electron masses, g = 2
donor depth = 100.0 meV, ND = 1.0e+17 cm^-3
NA = 0.0e+00 cm^-3: T/K, n/cm^-3, slope/meV, s
    40  5.025e+10    52.59  0.5000
    50  1.081e+12    53.23  0.5000
    60  8.571e+12    53.88  0.5000
    80  1.192e+14    55.14  0.4997
   100  5.998e+14    56.29  0.4984
   120  1.798e+15    57.22  0.4954
   150  5.481e+15    57.99  0.4857
NA = 1.0e+13 cm^-3: T/K, n/cm^-3, slope/meV, s
    40  2.524e+08   105.17  1.0000
    50  1.155e+11   105.26  0.9887
    60  4.923e+12    81.02  0.7519
    80  1.144e+14    57.45  0.5206
   100  5.948e+14    56.76  0.5026
   120  1.793e+15    57.38  0.4967
   150  5.476e+15    58.04  0.4861
NA = 1.0e+16 cm^-3: T/K, n/cm^-3, slope/meV, s
    40  2.272e+05   105.17  1.0000
    50  1.051e+08   106.46  1.0000
    60  6.613e+09   107.76  1.0000
    80  1.281e+12   110.33  0.9999
   100  3.247e+13   112.52  0.9964
   120  2.871e+14   112.02  0.9698
   150  2.274e+15    98.54  0.8253
finite sample, NA/ND = 0.01: T/K, mean j, Var/mean, s
    90  156.2  0.9318  0.9317
   110  1390.8  0.7057  0.7056
   150  9985.5  0.5302  0.5302
at 40 K: kT = 3.4469 meV, Nc = 2.008e+17 cm^-3
  K = 2.525e+04 cm^-3
  limiting n, NA = 0: 5.025e+10 cm^-3
  limiting n, NA = 1e+13: 2.524e+08 cm^-3
  slope of n/T^(3/4), NA = 0: 50.000 meV
  slope of n/T^(3/2), NA = 1e+13: 99.997 meV
  Ec - mu, NA = 0: 52.40 meV
  Ec - mu, NA = 1e+13: 70.64 meV
NA = 1e+13: n = NA at 63.02 K, s = 0.6666
  s = 1/2 at n = 9.900e+14 cm^-3, T = 108.4 K
  0.45 < s < 0.55 over 2.61 decades of n
NA = 1e+16: n = NA at 192.00 K, s = 0.6150
  s = 1/2 at n = 2.162e+16 cm^-3, T = 234.1 K
  0.45 < s < 0.55 over 0.27 decades of n
flatness at s = 1/2, ND = 1e+13 cm^-3:
  NA/ND, numerical ds/dln n, formula
  1e-04  -0.00501  -0.00500
  1e-02  -0.05005  -0.05000
  1e-01  -0.15817  -0.15811
```
